# Parabolic scale growth with three cation-vacancy charge states: an algorithm

## What dimensions fix

A compact oxide scale MO of thickness $X$ grows on a metal by outward diffusion of cations. Suppose that both interfaces are at local equilibrium, so that no interface rate in cm/s enters, and that the scale is electrically neutral, so that no screening length enters. The dimensional inputs are then diffusivities, in cm²/s; defect fractions, equilibrium constants and relative oxygen pressures are pure numbers. No length can be built from these, so a scale starting from zero thickness must obey

$$X^2=2kt,\qquad k=D\,f(\text{equilibrium constants, diffusivity ratios, two pressures}).$$

The task is to compute $f$ when cation vacancies occur neutral, singly and doubly charged. The factor 2 is a convention; a constant defined by $X^2=k_pt$ is $k_p=2k$. If a finite interface rate $v$ matters, the length $k/v$ appears and the early growth is no longer parabolic.

## Defect equilibrium

Let $c_0,c_1,c_2$ be the fractions of cation sites holding vacancies of charge $0,-1,-2$ relative to the perfect crystal, $p$ the number of holes per cation site, and $a=P/(760\ \text{Torr})$ the relative oxygen pressure. Defects are dilute and do not interact. Adding half an oxygen molecule creates an occupied oxygen site and a vacant cation site, so each vacancy gains $\tfrac12\ln a$ in units of $k_BT$. The free energy per site in these units is

$$\omega=\sum_{i=0}^{2}c_i\left(\ln c_i-1+g_i-\tfrac12\ln a\right)+p(\ln p-1),\qquad p=c_1+2c_2 .$$

Here $g_i$ is the standard free energy of forming a vacancy of charge $-i$ with its $i$ holes. Since $\partial p/\partial c_i=i$, the minimum satisfies

$$\ln c_i+g_i-\tfrac12\ln a+i\ln p=0 .$$

With $K_0=e^{-g_0}$, $K_1=e^{-(g_1-g_0)}$ and $K_2=e^{-(g_2-g_1)}$ this reads

$$c_0=K_0\sqrt a,\qquad c_1=\frac{K_1c_0}{p},\qquad c_2=\frac{K_1K_2c_0}{p^2}.$$

Inserting these in $p=c_1+2c_2$ and multiplying by $p^2$ gives

$$F(p)=p^3-Ap-B=0,\qquad A=K_1c_0,\quad B=2K_1K_2c_0 .$$

$F$ starts at $-B<0$, decreases until $p=\sqrt{A/3}$, and then increases without limit. It therefore has one positive root $p_*$. The root obeys $p_*^2=A+B/p_*>A$ and $p_*^3=Ap_*+B>B$.

A safe Newton start is $q=\sqrt A+B^{1/3}$. Writing $\alpha=\sqrt A$ and $\beta=B^{1/3}$,

$$F(q)=(\alpha+\beta)^3-\alpha^2(\alpha+\beta)-\beta^3=2\alpha^2\beta+3\alpha\beta^2>0,$$

so $q$ lies above the root, and the two inequalities for $p_*$ give $q<2p_*$. The Newton step is

$$p_{\rm new}=p-\frac{F}{F'}=\frac{2p^3+B}{3p^2-A}.$$

Substituting $B=p_*^3-Ap_*$ gives the error after one step:

$$p_{\rm new}-p_*=\frac{(p-p_*)^2(2p+p_*)}{3p^2-A}.$$

The right side is positive, so the iterates descend towards the root without crossing it. With relative error $\epsilon=p/p_*-1$ and $A<p_*^2$,

$$\epsilon_{\rm new}\le\frac{\epsilon^2(3+2\epsilon)}{3(1+\epsilon)^2-1}.$$

Starting from $\epsilon=1$, this bound gives 0.45, 0.15, 0.025, $9\times10^{-4}$, $1\times10^{-6}$ and $2\times10^{-12}$. A seventh step falls below double-precision rounding.

## Coupled transport

Let $x$ run from the metal ($x=0$) to the gas ($x=X$) in the frame of the immobile oxygen lattice. Let $\eta_i$ and $\eta_h$ be the electrochemical potentials of vacancies and holes divided by $k_BT$. Fluxes divided by the site density are

$$j_i=-D_ic_i\eta_i',\qquad j_h=-D_hp\,\eta_h' .$$

For ideal dilute defects these are the Nernst–Planck equations. Charge states are assumed to exchange holes fast enough for local equilibrium, so $\eta_i=\mu-i\eta_h$, where $\mu=\eta_0=\tfrac12\ln a+\text{const}$. Individual vacancy fluxes are not conserved, because vacancies change charge on the way; their sum is, apart from storage.

No current flows through the scale, hence $j_h=j_1+2j_2$. Define $u=D_1c_1$, $v=D_2c_2$ and $H=D_hp$. Then

$$H\eta_h'=u(\mu'-\eta_h')+2v(\mu'-2\eta_h')
\;\Rightarrow\;
\eta_h'=\frac{u+2v}{H+u+4v}\,\mu' .$$

The total vacancy flux is

$$j_V=-(D_0c_0+u+v)\mu'+(u+2v)\eta_h'=-\Lambda\mu',$$

$$\Lambda=D_0c_0+u+v-\frac{(u+2v)^2}{H+u+4v}.$$

For computation the subtraction should be removed. Since $(u+v)(H+u+4v)-(u+2v)^2=H(u+v)+uv$,

$$\Lambda=D_0c_0+\frac{H(u+v)+uv}{H+u+4v}.$$

Every term is now non-negative, and slow holes cause no cancellation. If $c_0=v=0$, the result is $Hu/(H+u)$, the series combination of vacancy and hole transport in the usual Wagner treatment. Neutral vacancies add $D_0c_0$, which carries matter but no current, so electrical conductivities alone do not determine $k$. For $H\to0$ the term $uv/(u+4v)$ survives: singly charged vacancies move inwards, each carrying one bound hole, and half as many doubly charged ones return outwards without any.

Vacancies move inwards, so the outward cation flux is $J=-j_V=\tfrac12\Lambda\,d\ln a/dx$. If storage of vacancies in the thickening scale is neglected, $J$ is uniform, and integrating over $x$ gives

$$JX=k=\frac12\int_{\ln a_m}^{\ln a_g}\Lambda\,d\ln a ,$$

with $m$ for the metal side and $g$ for the gas side. To the same order in vacancy fraction, each new site at the gas interface takes one cation, so $dX/dt=J$. Thus $X\,dX/dt=k$, which integrates to $X^2=2kt$.

## Pseudocode and cost

```
function LAMBDA(lna):
    c0 = K0*exp(lna/2)
    A = K1*c0;  B = 2*K1*K2*c0
    p = sqrt(A) + cbrt(B)
    repeat
        old = p
        p = (2*p^3 + B)/(3*p^2 - A)
    until |p/old - 1| < 1e-14 or 80 steps
    u = D1*K1*c0/p;  v = D2*K1*K2*c0/p^2
    if holes infinitely fast: return D0*c0 + u + v
    H = Dh*p
    return D0*c0 + (H*(u+v) + u*v)/(H + u + 4*v)

function GROWTH(lna_m, lna_g):
    split the interval into 60 equal panels
    k = half the 8-point Gauss-Legendre sum of LAMBDA
    exponent = LAMBDA(lna_g)/(2*k)
    return k, exponent
```

One growth constant needs 480 neutrality solutions. By the bound above each takes at most seven Newton steps to converge and an eighth to satisfy the stopping test, or 3840 steps in all. The work is linear in the number of nodes, and the nodes are independent. Using $\ln a$ rather than $a$ matters because the pressure spans many decades while the defect fractions vary smoothly in its logarithm. For a new parameter set, double the panels until $k$ is stable.

## Fast holes: a closed integral

For $D_h\to\infty$, $\Lambda=\sum_iD_ic_i$, and $p$ can serve as the integration variable. Put $b=2K_2$ and $s=p+b$. Neutrality reads $p=c_1(1+b/p)$, so

$$c_1=\frac{p^2}{s},\qquad c_2=\frac{K_2c_1}{p}=\frac{bp}{2s},\qquad c_0=\frac{pc_1}{K_1}=\frac{p^3}{K_1s}.$$

As $c_0\propto\sqrt a$,

$$\tfrac12d\ln a=d\ln c_0=\left(\frac3p-\frac1s\right)dp=\frac{2p+3b}{ps}\,dp .$$

The neutral part of the integral is $D_0\Delta c_0$, where $\Delta$ means gas side minus metal side. For the others, substitute $p=s-b$:

$$\int c_1\frac{2p+3b}{ps}dp=\int\frac{(s-b)(2s+b)}{s^2}ds=\int\left(2-\frac bs-\frac{b^2}{s^2}\right)ds,$$

$$\int c_2\frac{2p+3b}{ps}dp=\frac b2\int\frac{2s+b}{s^2}ds=\int\left(\frac bs+\frac{b^2}{2s^2}\right)ds .$$

Therefore

$$k=D_0\Delta c_0+D_1\Delta\!\left[2s-b\ln s+\frac{b^2}{s}\right]+D_2\Delta\!\left[b\ln s-\frac{b^2}{2s}\right].$$

This form needs care when $p\ll b$. The singly charged part is then of order $p^2/b$ but is obtained from terms that cancel at larger size. The quadrature has a positive integrand and is the safer default.

Fast holes also have $\eta_h'=0$, so $\ln p+e\phi/k_BT$ is uniform and

$$\phi_g-\phi_m=-\frac{k_BT}{e}\ln\frac{p_g}{p_m}.$$

The gas side is negative, and the field drives the negative vacancies inwards, along their own diffusion.

## Pressure exponents and what they can conceal

At fixed metal-side pressure, differentiating the integral with respect to its upper limit gives the apparent exponent

$$m=\frac{d\ln k}{d\ln a_g}=\frac{\Lambda_g}{2k}.$$

Take fast holes and one dominant vacancy of charge $-z$. Neutrality gives $p=zc_z$, and mass action gives $c_zp^z\propto\sqrt a$; hence $c_z\propto a^n$ with $n=1/[2(1+z)]$, that is $1/2$, $1/4$ or $1/6$. Integration yields

$$k=\frac{D}{2n}(c_g-c_m)=(1+z)D(c_g-c_m),\qquad
m=\frac{n}{1-(a_m/a_g)^n}.$$

The factor $1+z$ expresses the help of the field. A metal-side pressure that is not negligible raises $m$ above $n$.

Evaluating $k$ by quadrature for three artificial parameter sets shows these limits. The sets $(K_0,K_1,K_2)$ are $(10^{-3},10^{-16},10^{-12})$, $(10^{-10},10^4,10^{-12})$ and $(10^{-17},10^4,10^4)$, with equal diffusivities and $\ln a_m=-80$. Central slopes at $a_g=1$ are 0.5000, 0.2500 and 0.1667, and $k/(DC_g)$ is 1.000, 2.000 and 3.000, where $C=c_0+c_1+c_2$.

For mixed defects, the closed relations give

$$r=\frac{d\ln p}{d\ln a}=\frac{p+b}{4p+6b},\qquad \frac16\le r\le\frac14 .$$

The exponents of $c_0,c_1,c_2$ are $\tfrac12$, $\tfrac12-r$ and $\tfrac12-2r$. None exceeds $\tfrac12$, so neither does that of $C$. For the lower bound, $c_1+c_2=p(p+b/2)/(p+b)$ has logarithmic slope in $p$

$$1+\frac{p}{p+b/2}-\frac{p}{p+b}\ge1,$$

and hence an exponent of at least $r\ge1/6$. So $C/6\le dC/d\ln a\le C/2$. With fast holes, equal vacancy diffusivities and $a_m\to0$, $k=\tfrac12D\int C\,d\ln a$, and integrating the inequality gives $k/3\le DC_g\le k$. Since $m=DC_g/(2k)$, it follows that $1/6\le m\le1/2$.

An exponent of $1/4$ does not identify singly charged vacancies. Let $K_1\ll p\ll K_2$. Then $c_1$ is small beside $c_0=c_1p/K_1$ and $c_2=K_2c_1/p$. With fast holes, equal vacancy diffusivities and $a_m\to0$, the neutral and doubly charged parts give

$$k\simeq D(c_0+3c_2),\qquad m\simeq\frac{c_0+c_2}{2(c_0+3c_2)} .$$

Setting $m=1/4$ gives $c_0=c_2$. For $K_0=10^{-3}$, $K_1=10^{-6}$, $K_2=1$ and $\ln a_m=-92$, a bracketed root search puts this point at $a_g=0.25$. There $c_0$ and $c_2$ are both $5.0\times10^{-4}$, and singly charged vacancies make up 0.05% of the total. Composition separates the cases: here $C$ has exponent $(1/2+1/6)/2=1/3$, whereas a singly charged population has $1/4$ for both $C$ and $k$.

## Worked example: a cobalt-monoxide-like scale

The parameters are rough values in the regime of cobalt monoxide growing on cobalt near 1300 K. They are not a fit. The gas is oxygen at 760 Torr, and the metal interface is at $3\times10^{-9}$ Torr. The free energies of vacancy formation, first ionization and second ionization are 0.70, 0.35 and 0.75 eV. With $k_BT=0.1120$ eV,

$$K_0=1.933\times10^{-3},\quad K_1=4.397\times10^{-2},\quad K_2=1.237\times10^{-3}.$$

All vacancy diffusivities are $3\times10^{-7}$ cm²/s. The hole mobility is 0.3 cm²/Vs, so the Einstein relation gives $D_h=0.3\times0.1120=0.0336$ cm²/s.

At the gas side $A=8.50\times10^{-5}$ and $B=2.10\times10^{-7}$. Newton starts at $p=0.0152$ and ends at $p=0.01027$. The fractions are $c_0=1.933\times10^{-3}$, $c_1=8.276\times10^{-3}$ and $c_2=9.97\times10^{-4}$, and indeed $c_1+2c_2=0.01027$. At the metal side $p=7.55\times10^{-5}$, and doubly charged vacancies dominate.

For the closed integral, $b=2.474\times10^{-3}$, $s_g=1.274\times10^{-2}$ and $s_m=2.550\times10^{-3}$. The three brackets are

- neutral: $\Delta c_0=0.00193$;
- singly charged: $0.02039-0.00398-0.00192=0.01449$;
- doubly charged: $0.00398+0.00096=0.00494$.

Their sum is 0.02136, so

$$k=3\times10^{-7}\times0.02136=6.41\times10^{-9}\ \text{cm}^2/\text{s}.$$

The respective shares are 9%, 68% and 23%. After 10 h, $X=\sqrt{2\times6.41\times10^{-9}\times36000}=0.0215$ cm, or 215 µm. The potential falls by $0.1120\ln(0.01027/7.55\times10^{-5})=0.55$ V from metal to gas.

Repeating the quadrature at other gas pressures, with the metal side fixed, gives:

| $P$ (Torr) | $k$ (cm²/s) | exponent of $k$ | exponent of $C$ |
|---|---|---|---|
| $7.6\times10^{-4}$ | $2.75\times10^{-10}$ | 0.212 | 0.205 |
| 0.076 | $7.32\times10^{-10}$ | 0.216 | 0.228 |
| 7.6 | $2.05\times10^{-9}$ | 0.234 | 0.255 |
| 760 | $6.41\times10^{-9}$ | 0.262 | 0.291 |

Two measurements at 7.6 and 760 Torr would give a slope of $\log_{10}(6.41/2.05)/2=0.25$. That looks like singly charged vacancies, although the other two kinds carry about a third of the growth at 760 Torr.

In the first row the exponent of $k$ exceeds that of $C$, unlike in the others. The cause is the metal-side cut-off. Extending the integral to zero pressure would add about $\tfrac32Dp_m=3.4\times10^{-11}$ cm²/s, the leading small-$p$ form of the closed integral. The exponent would then fall to $0.212\times2.75/3.09=0.19$.

The lower bound of $1/6$ also depends on equal mobilities. If $D_2$ is raised tenfold and all else is held fixed, the exponent at 760 Torr becomes

$$m=\frac{0.00193+0.00828+0.00997}{2(0.00193+0.01449+0.0494)}=0.153 .$$

Fast doubly charged vacancies are then a minority at the gas side, where their fraction changes little with pressure.

## Corrections and failure modes

**Storage.** Let $k'$ be the growth constant with storage, $\xi=x/X$ and $\Theta=\tfrac12\int_{\ln a_m}^{\ln a}\Lambda\,d\ln a$. Vacancy conservation and the cation balance at the gas interface give

$$-k'\xi\frac{dC}{d\xi}=\frac{d^2\Theta}{d\xi^2},\qquad \Theta'(1)=(1-C_g)k' .$$

Integrating once from $\xi$ to 1, and then over the whole scale, gives

$$k=k'\left[1-C_g+\int_0^1\xi^2C'\,d\xi\right]=k'\left[1-2\int_0^1\xi C\,d\xi\right].$$

With the storage-free profile $\xi=\Theta/k$, $k'$ is 0.73% above $k$. A time-dependent finite-difference solution with 100 intervals, started from a cubic vacancy profile, settles to the same 0.73%.

**Finite hole mobility.** This lowers $k$ by 0.001%, consistent with $D/D_h\approx9\times10^{-6}$. With the other parameters held fixed, the reduction would be 1.1% for $D_h=100D$ and 10% for $D_h=10D$, so holes need not be as slow as vacancies to matter.

**Site exclusion.** The size depends on how sites are counted. A fixed-site recipe, multiplying $K_0$ by $1-C$, $K_1$ and $K_2$ by $1-p$, and the diffusivities by $1-C$, changes $k$ by $-1.1\%$. Oxygen uptake, however, creates its own site. For ideal mixing of vacancies, cations and holes on the cation sites, $K_0$ is then unchanged and $K_1$ and $K_2$ take the factor $1-C-p$. The factor $1-C$ in the jump rate cancels against the Gibbs–Duhem factor $1/(1-C)$ in the force on a vacancy–cation exchange, and $k$ changes by $-0.5\%$. Either way the effect is about one per cent or less.

**Electrons and space charge.** For a rough 2.5 eV gap and one state per site in each band, $np=e^{-2.5\,\text{eV}/k_BT}$. The electron-to-hole ratio is then 0.036 at the metal side, and it falls as $1/p^2$ towards the gas. The screening length at the metal side is 2.6 nm, far below 215 µm. Near the metal, however, $p$ changes over the short length $p/(dp/dx)\approx3DC_mX/k=0.0055X$, where $C_m=3.89\times10^{-5}$ is the vacancy fraction at that side. This equals the screening length at $X\approx0.5$ µm, where neutrality is already lost near the metal. The space charge that Poisson's equation assigns to the neutral profile at the metal side falls as $1/X^2$: it is about $2.8p$ at 0.5 µm, $0.18p$ at 2 µm and $0.03p$ at 5 µm.

**Coulomb interaction.** This is the largest of the sized effects. The screening length is

$$\lambda=\left[\frac{\varepsilon k_BT\,\Omega}{e^2(p+c_1+4c_2)}\right]^{1/2},$$

where $\varepsilon$ is the permittivity and $\Omega$ the volume per cation site. For relative permittivity 13 and $\Omega=0.019$ nm³, it is 0.26 nm at the gas side for the ideal composition, shorter than the assumed contact distance $d=0.30$ nm; in the two self-consistent cases below it shrinks to 0.08 and 0.16 nm. Debye–Hückel theory is therefore outside its safe range and gives an indication only. It lowers the energy of a charge $ze$ by $z^2w$, with $w=e^2/[8\pi\varepsilon(\lambda+d)]$. Counting the charges created multiplies $K_1$ by $e^{2w/k_BT}$ and $K_2$ by $e^{4w/k_BT}$; the composition is iterated with $\lambda$ at every node.

With unchanged standard energies, $k$ rises by a factor of 4.5. If instead the formation energy is raised by 0.32 eV, to keep $C_g$ at 0.0112, $k$ falls by 7% and the exponent becomes 0.281. The equilibrium constants should therefore be fitted to composition measured over a range of pressures, not taken from isolated-defect energies. With fast holes and equal vacancy diffusivities this suffices for $k$, which then depends only on $C(a)$. It does not establish the charge states: in the refitted Coulomb case about 81% of the gas-side vacancies are doubly charged, against 9% in the ideal example.

**Relation to the real oxide.** Cobalt monoxide at this temperature is a hole conductor with a cation deficiency of roughly one per cent in oxygen at atmospheric pressure, as in the model. The assumed split among charge states and the equal diffusivities are not established by that agreement. Real scales may also have grain-boundary paths, pores or a slow surface reaction, none of which is sized here. At lower temperatures a $\mathrm{Co_3O_4}$ layer can form on the gas side; the single-phase integral must then be replaced by one for each layer, coupled at their interface.
